# Path Probability Method for Exchange Kinetics in the Pair Approximation: a program that tests the result

```python
"""
Path probability method, pair approximation, nearest-neighbour A-B exchange.

Result under test: the most probable path obeys a closed rate equation for the
pair fractions; the pair free energy F of the cluster variation method never
rises along it, and its stationary states are the stationary points of F.

Symbols: index 0 = A, 1 = B; y[i, j] = fraction of bonds with i on sublattice
alpha and j on sublattice beta; c = fraction of A; u = (y_AB + y_BA)/2;
s = (y_AB - y_BA)/2; eps[i, j] = bond energy (J); z = coordination number;
theta = exchange rate of an A-B bond without energy change (1/s).
R_plus, R_minus = rates per bond of AB -> BA and BA -> AB.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as kB, N_A
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, fsolve, minimize
from scipy.special import expit, xlogy

z = 8
theta = 1.0


def pairs(u, s, c):
    return np.array([[c - u, u + s], [u - s, 1 - c - u]])


def free_energy(y, eps, T):
    """Pair free energy per lattice site, J."""
    xa, xb = y.sum(axis=1), y.sum(axis=0)
    entropy = -z * xlogy(y, y).sum()
    entropy += (z - 1) * (xlogy(xa, xa).sum() + xlogy(xb, xb).sum())
    return 0.5 * (z * (y * eps).sum() - kB * T * entropy)


def bond_factors(eps, T, rule):
    """Factors for A->B and B->A beside a neighbour of each kind."""
    d = (eps[1] - eps[0]) / (kB * T)
    if rule == "half":
        return np.exp(-d / 2), np.exp(d / 2)
    if rule == "break":          # initial bonds must be broken
        return np.exp(eps[0] / (kB * T)), np.exp(eps[1] / (kB * T))
    return np.exp(-d), np.exp(d)  # "wrong": violates detailed balance


def derived_rates(y, eps, T, rule="half"):
    """Closed rate equation: du/dt, ds/dt, R_plus, R_minus, averages G."""
    to_b, to_a = bond_factors(eps, T, rule)
    xa, xb = y.sum(axis=1), y.sum(axis=0)
    p1 = y[0] / xa[0] * to_b
    q1 = y[:, 1] / xb[1] * to_a
    p2 = y[1] / xa[1] * to_a
    q2 = y[:, 0] / xb[0] * to_b
    g = np.array([p1.sum(), q1.sum(), p2.sum(), q2.sum()])
    r1 = theta * y[0, 1] * (g[0] * g[1]) ** (z - 1)
    r2 = theta * y[1, 0] * (g[2] * g[3]) ** (z - 1)
    d_aa = (z - 1) * (r1 * (q1[0] / g[1] - p1[0] / g[0])
                      + r2 * (p2[0] / g[2] - q2[0] / g[3]))
    return -d_aa, -z * (r1 - r2), r1, r2, g


m = z - 1
bits = (np.arange(2 ** (2 * m))[:, None] >> np.arange(2 * m)) & 1
near_alpha, near_beta = bits[:, :m], bits[:, m:]


def explicit_sum(y, eps, T, rule):
    """Sum over every environment of an exchanging pair, from the definition."""
    xa, xb = y.sum(axis=1), y.sum(axis=0)

    def event(a, b):
        prob = (y[a, b] * np.prod(y[a, near_alpha] / xa[a], axis=1)
                * np.prod(y[near_beta, b] / xb[b], axis=1))
        before = eps[a, near_alpha].sum(1) + eps[near_beta, b].sum(1)
        after = eps[b, near_alpha].sum(1) + eps[near_beta, a].sum(1)
        barrier = (after - before) / 2 if rule == "half" else -before
        return theta * prob * np.exp(-barrier / (kB * T))

    def bond_count(a, b, i, j):
        n = (a == i) * (near_alpha == j).sum(1)
        n = n + (b == j) * (near_beta == i).sum(1)
        return n + (a == i and b == j)

    r1, r2 = event(0, 1), event(1, 0)
    dy = np.array([[((r1 - r2) * (bond_count(1, 0, i, j)
                                  - bond_count(0, 1, i, j))).sum()
                    for j in (0, 1)] for i in (0, 1)])
    loss = 0.5 * z * kB * T * ((r1 - r2) * np.log(r1 / r2)).sum()
    return dy, r1.sum(), r2.sum(), loss


def run(start, c, eps, T, t_end, rule="half", method="LSODA"):
    def rhs(t, v):
        return derived_rates(pairs(v[0], v[1], c), eps, T, rule)[:2]
    sol = solve_ivp(rhs, (0, t_end), start, method=method, rtol=1e-10,
                    atol=1e-12, dense_output=True)
    assert sol.success
    return sol


def cvm_minimum(c, eps, T):
    def f(v):
        y = pairs(v[0], v[1], c)
        return 1e3 if y.min() <= 0 else free_energy(y, eps, T) / (kB * T)
    res = minimize(f, [0.8 * c, 0.6 * c], method="Nelder-Mead",
                   options=dict(xatol=1e-10, fatol=1e-15, maxiter=2000))
    return res.x


# --- rate equation and dissipation against the explicit environment sum
rng = np.random.default_rng(4)
eps_gen = np.array([[-1.0, -3.0], [-3.0, 0.5]]) * 1e-21
worst_rate = worst_loss = 0.0
for trial in range(8):
    y = rng.dirichlet([3, 3, 3, 3]).reshape(2, 2)
    rule = ("half", "break")[trial % 2]
    du, ds, r1, r2, _ = derived_rates(y, eps_gen, 700.0, rule)
    dy = np.array([[-du, du + ds], [du - ds, -du]])
    dy_sum, e1, e2, loss = explicit_sum(y, eps_gen, 700.0, rule)
    scale = np.abs(dy_sum).max()
    worst_rate = max(worst_rate, np.abs(dy - dy_sum).max() / scale,
                     abs(r1 / e1 - 1), abs(r2 / e2 - 1))
    h = 1e-5 * y.min() / scale
    slope = (free_energy(y + h * dy, eps_gen, 700.0)
             - free_energy(y - h * dy, eps_gen, 700.0)) / (2 * h)
    worst_loss = max(worst_loss, abs(slope / (-loss) - 1))
    assert slope < 0
assert worst_rate < 1e-10
assert worst_loss < 1e-5   # rounding in the finite difference

# --- direct maximization of the path probability at a finite time step
y_path = np.array([[0.17, 0.33], [0.22, 0.28]])
w1, w2, p1, p2, q1, q2, step = sp.symbols("w1 w2 p1 p2 q1 q2 step",
                                          positive=True)


def xlx(terms):
    return sum(t * sp.log(t) for t in terms)


fa, fb = bond_factors(eps_gen, 700.0, "half")
Va, Vb = [w1 * p1, w1 * (1 - p1)], [w2 * p2, w2 * (1 - p2)]
Ua, Ub = [w1 * q1, w1 * (1 - q1)], [w2 * q2, w2 * (1 - q2)]
Y = [[float(t) for t in row] for row in y_path]
stay = [Y[0][0] - m * (Va[0] + Ub[0]),
        Y[0][1] - w1 - m * (Va[1] + Ua[0]),
        Y[1][0] - w2 - m * (Vb[0] + Ub[1]),
        Y[1][1] - m * (Vb[1] + Ua[1])]
xA, xB = [float(t) for t in y_path.sum(1)], [float(t) for t in y_path.sum(0)]
points = [xA[0] - z * w1, xA[1] - z * w2, xB[1] - z * w1, xB[0] - z * w2]
path_entropy = (-z * (xlx(stay) + xlx([w1, w2]) + m * xlx(Va + Vb + Ua + Ub))
                + m * (xlx(points) + 2 * z * xlx([w1, w2])))
state_entropy = (-z * xlogy(y_path, y_path).sum()
                 + m * (xlogy(xA, xA).sum() + xlogy(xB, xB).sum()))
energy_part = sum(Va[j] * float(np.log(fa[j])) + Vb[j] * float(np.log(fb[j]))
                  + Ua[j] * float(np.log(fb[j])) + Ub[j] * float(np.log(fa[j]))
                  for j in (0, 1))
log_path = (path_entropy - float(state_entropy)
            + z * (w1 + w2) * sp.log(theta * step) + z * m * energy_part)
unknowns = (w1, w2, p1, p2, q1, q2)
value = sp.lambdify(unknowns + (step,), log_path, "numpy")
gradient = sp.lambdify(unknowns + (step,),
                       [sp.diff(log_path, v) for v in unknowns], "numpy")


def unpack(a, dt):
    return np.concatenate([dt * np.exp(a[:2]), expit(a[2:])])


def path_maximum(dt):
    def equations(a):
        v = unpack(a, dt)
        g = np.array(gradient(*v, dt), dtype=float)
        return g / np.array([1, 1, v[0], v[1], v[0], v[1]])
    start = np.array([np.log(Y[0][1]), np.log(Y[1][0]), 0, 0, 0, 0])
    a, _, flag, _ = fsolve(equations, start, xtol=1e-12, full_output=True)
    assert np.abs(equations(a)).max() < 1e-7
    return a


_, _, R1, R2, _ = derived_rates(y_path, eps_gen, 700.0)
errors = []
for dt in (1e-6, 1e-7):
    a = path_maximum(dt)
    errors.append(np.abs(np.exp(a[:2]) / np.array([R1, R2]) - 1).max())
assert errors[1] < 1e-3 and abs(errors[0] / errors[1] - 10) < 0.5
best = value(*unpack(a, dt), dt)
for _ in range(30):
    other = a + 0.2 * rng.standard_normal(6)
    assert value(*unpack(other, dt), dt) < best
_, e1, e2, _ = explicit_sum(y_path, eps_gen, 700.0, "half")
norm_ratio = best / (dt * z * (e1 + e2))
assert abs(norm_ratio - 1) < 1e-3   # first order in the time step

# --- off-stoichiometric alloy: two valid rate rules, one CVM minimum
target = cvm_minimum(0.4, eps_gen, 500.0)
grid = np.concatenate([[0], np.geomspace(1e-3, 1e5, 400)])
off_end = {}
for rule in ("half", "break"):
    sol = run([0.24, 0.05], 0.4, eps_gen, 500.0, 1e5, rule)
    F = np.array([free_energy(pairs(*sol.sol(t), 0.4), eps_gen, 500.0)
                  for t in grid]) / (kB * 500.0)
    assert np.diff(F).max() < 1e-9
    off_end[rule] = sol.y[:, -1]
    assert np.abs(off_end[rule] - target).max() < 1e-6

# --- worked example
T, c, v = 600.0, 0.5, 3.0e-21
eps = np.array([[0.0, -v], [-v, 0.0]])
xa0 = 0.51
y0 = np.outer([xa0, 1 - xa0], [1 - xa0, xa0])
u0, s0 = (y0[0, 1] + y0[1, 0]) / 2, (y0[0, 1] - y0[1, 0]) / 2
du0, ds0, r10, r20, g0 = derived_rates(y0, eps, T)
loss0 = explicit_sum(y0, eps, T, "half")[3]
sol = run([u0, s0], c, eps, T, 300.0)
grid = np.concatenate([[0], np.geomspace(1e-3, 300.0, 500)])
F = np.array([free_energy(pairs(*sol.sol(t), c), eps, T) for t in grid])
assert np.diff(F).max() < 1e-9 * kB * T
u_end, s_end = sol.y[:, -1]
u_min, s_min = cvm_minimum(c, eps, T)
assert abs(u_end - u_min) < 1e-6 and abs(s_end - s_min) < 1e-6
y_end = pairs(u_end, s_end, c)
F_end = free_energy(y_end, eps, T)
pair_ratio = y_end[0, 1] * y_end[1, 0] / (y_end[0, 0] * y_end[1, 1])
pair_law = np.exp(2 * v / (kB * T))
xa, xb = y_end.sum(1), y_end.sum(0)
order_left = (y_end[0, 1] / y_end[1, 0]) ** z
order_right = (xa[0] * xb[1] / (xa[1] * xb[0])) ** (z - 1)
assert abs(pair_ratio / pair_law - 1) < 1e-5
assert abs(order_left / order_right - 1) < 1e-4

# --- saddle: exact sublattice symmetry is kept
sym = run([0.25, 0.0], c, eps, T, 60.0, method="DOP853")
u_dis, s_dis = sym.y[:, -1]
F_dis = free_energy(pairs(u_dis, s_dis, c), eps, T)


def disordered_u(temp):
    return 0.5 * expit(v / (kB * temp))


def growth(temp):
    small = 1e-5
    y = pairs(disordered_u(temp), small, c)
    return derived_rates(y, eps, temp)[1] / small


assert abs(s_dis) < 1e-9 and abs(u_dis - disordered_u(T)) < 1e-7
assert F_dis > F_end and growth(T) > 0
Tc_kinetic = brentq(growth, 600.0, 950.0, xtol=1e-8)
Tc_formula = v / (kB * np.log(z / (z - 2)))
assert abs(Tc_kinetic / Tc_formula - 1) < 1e-6

# --- a rule without detailed balance must drive F upward from the minimum
bad = run([u_min, s_min], c, eps, T, 100.0, rule="wrong")
F_bad = free_energy(pairs(*bad.y[:, -1], c), eps, T)
assert F_bad - F_end > 1e-3 * kB * T

print(f"coordination z = {z}, composition c = {c}, theta = {theta} 1/s")
print(f"v = {v:.2e} J, T = {T:.1f} K, kT = {kB*T:.5e} J, v/kT = {v/(kB*T):.5f}")
print("start y_AA, y_AB, y_BA, y_BB =", np.round(y0.ravel(), 5))
fB, fA = bond_factors(eps, T, "half")
print(f"factor A->B beside A = {fB[0]:.5f}, beside B = {fB[1]:.5f}")
print(f"G alpha_A = {g0[0]:.6f}, G beta_B = {g0[1]:.6f}")
print(f"G alpha_B = {g0[2]:.6f}, G beta_A = {g0[3]:.6f}")
print(f"start R_plus = {r10:.6f} 1/s, R_minus = {r20:.6f} 1/s")
print(f"start du/dt = {du0:.6f} 1/s, ds/dt = {ds0:.6f} 1/s")
print(f"start dF/dt per site = {-loss0:.5e} J/s")
print("t (s)      u          s          F per site (J)")
for t in (0, 0.03, 0.1, 0.3, 1, 2, 3, 5, 10, 20, 50):
    ut, st = sol.sol(t)
    print(f"{t:6.2f}  {ut:.6f}  {st:.6f}  "
          f"{free_energy(pairs(ut, st, c), eps, T):.6e}")
print(f"kinetic end (300 s): u = {u_end:.7f}, s = {s_end:.7f}")
print(f"CVM minimum:         u = {u_min:.7f}, s = {s_min:.7f}")
print("end y_AA, y_AB, y_BA, y_BB =", np.round(y_end.ravel(), 6))
print(f"end x_A on alpha = {xa[0]:.6f}, on beta = {xb[0]:.6f}")
print(f"pair ratio = {pair_ratio:.6f}, exp(2v/kT) = {pair_law:.6f}")
print(f"order equation: left = {order_left:.5e}, right = {order_right:.5e}")
print(f"F end per site = {F_end:.6e} J")
print(f"F released per site = {F[0]-F_end:.5e} J"
      f" = {(F[0]-F_end)*N_A:.2f} J/mol")
print(f"disordered saddle: u = {u_dis:.6f}, F per site = {F_dis:.6e} J")
print(f"F saddle minus F end per site = {F_dis-F_end:.5e} J")
print(f"growth rate of s at saddle = {growth(T):.5f} 1/s")
print(f"Tc from kinetics = {Tc_kinetic:.4f} K, formula = {Tc_formula:.4f} K")
print(f"off-stoichiometric CVM minimum (c=0.4, 500 K): u, s = "
      f"{target[0]:.6f}, {target[1]:.6f}")
for rule in off_end:
    print(f"  kinetic end, rule {rule}: u, s = "
          f"{off_end[rule][0]:.6f}, {off_end[rule][1]:.6f}")
print(f"wrong rule: F rises per site by {F_bad-F_end:.4e} J")
print(f"rate equation vs environment sum, worst rel. error = {worst_rate:.1e}")
print(f"dF/dt vs dissipation sum, worst rel. error = {worst_loss:.1e}")
print(f"path maximum vs rates, rel. error at theta*dt = 1e-6: {errors[0]:.2e}")
print(f"path maximum vs rates, rel. error at theta*dt = 1e-7: {errors[1]:.2e}")
print(f"log path maximum / (dt * mean escape rate) = {norm_ratio:.6f}")
print("every check passed")
```

Output:

```
coordination z = 8, composition c = 0.5, theta = 1.0 1/s
v = 3.00e-21 J, T = 600.0 K, kT = 8.28389e-21 J, v/kT = 0.36215
start y_AA, y_AB, y_BA, y_BB = [0.2499 0.2601 0.2401 0.2499]
factor A->B beside A = 1.19850, beside B = 0.83437
G alpha_A = 1.012797, G beta_B = 1.012797
G alpha_B = 1.020080, G beta_A = 1.020080
start R_plus = 0.310783 1/s, R_minus = 0.317155 1/s
start du/dt = 0.787896 1/s, ds/dt = 0.050980 1/s
start dF/dt per site = -1.88926e-20 J/s
t (s)      u          s          F per site (J)
  0.00  0.250100  0.010000  -1.174270e-20
  0.03  0.267752  0.011529  -1.208337e-20
  0.10  0.285470  0.015228  -1.225857e-20
  0.30  0.294821  0.029857  -1.228532e-20
  1.00  0.334748  0.234881  -1.245938e-20
  2.00  0.409337  0.388081  -1.261668e-20
  3.00  0.409629  0.388516  -1.261668e-20
  5.00  0.409629  0.388517  -1.261668e-20
 10.00  0.409629  0.388517  -1.261668e-20
 20.00  0.409629  0.388517  -1.261668e-20
 50.00  0.409629  0.388517  -1.261668e-20
kinetic end (300 s): u = 0.4096291, s = 0.3885170
CVM minimum:         u = 0.4096291, s = 0.3885170
end y_AA, y_AB, y_BA, y_BB = [0.090371 0.798146 0.021112 0.090371]
end x_A on alpha = 0.888517, on beta = 0.111483
pair ratio = 2.063280, exp(2v/kT) = 2.063280
order equation: left = 4.17252e+12, right = 4.17252e+12
F end per site = -1.261668e-20 J
F released per site = 8.73983e-22 J = 526.32 J/mol
disordered saddle: u = 0.294780, F per site = -1.228224e-20 J
F saddle minus F end per site = 3.34446e-22 J
growth rate of s at saddle = 3.23261 1/s
Tc from kinetics = 755.3099 K, formula = 755.3099 K
off-stoichiometric CVM minimum (c=0.4, 500 K): u, s = 0.366013, 0.341064
  kinetic end, rule half: u, s = 0.366013, 0.341064
  kinetic end, rule break: u, s = 0.366013, 0.341064
wrong rule: F rises per site by 5.1225e-22 J
rate equation vs environment sum, worst rel. error = 7.6e-15
dF/dt vs dissipation sum, worst rel. error = 7.1e-09
path maximum vs rates, rel. error at theta*dt = 1e-6: 5.83e-05
path maximum vs rates, rel. error at theta*dt = 1e-7: 5.83e-06
log path maximum / (dt * mean escape rate) = 0.999997
every check passed
```
